# Third harmonic without second harmonic from identical cubic rf sheaths

## Symmetry fixes the form

Two electrodes of equal area face each other across a plasma. Sheath 1 and sheath 2 obey the same relation $V_s(\sigma)$ between the uncovered positive charge per area $\sigma$ and the voltage drop $V_s$ from plasma to electrode. The rf current moves electrons from one sheath to the other, so one charge rises by the amount the other falls:

$$\sigma_1=\sigma_0+x,\qquad \sigma_2=\sigma_0-x .$$

The voltage of electrode 1 relative to electrode 2, without the small drop across the bulk plasma, is

$$V(x)=V_s(\sigma_0-x)-V_s(\sigma_0+x).$$

Replacing $x$ by $-x$ exchanges the two terms, so $V(-x)=-V(x)$. Only odd powers of $x$ survive. If $x$ is a pure sine, odd powers of it contain only odd harmonics: a second harmonic is excluded and a third is allowed.

For the cubic law

$$V_s=a\sigma^2-c\sigma^3$$

the highest odd power is $x^3$. Its coefficient is a number times $c$, because $a$ multiplies no cubic term. The third harmonic must therefore be a number times $c\sigma_a^3$, where $\sigma_a$ is the amplitude of $x$, and it cannot depend on $\sigma_0$. The algebra below supplies the number.

The argument needs equal mean charges as well as identical sheaths. With unequal means, $x$ contains a constant and, if $c\ne0$, a second harmonic returns.

## Where the cubic term comes from

Let $z$ be the distance from the electrode, $n(z)$ a static density of singly charged ions, and $s$ the position of a sharp electron edge. There are no electrons for $z<s$, and the field vanishes at $z=s$. Gauss's law gives the field strength, directed toward the electrode,

$$E(z)=\frac{e}{\varepsilon_0}\int_z^s n(z')\,dz'.$$

Integrating over the sheath and exchanging the order of integration gives

$$V_s=\int_0^sE\,dz=\frac e{\varepsilon_0}\int_0^s z\,n(z)\,dz,
\qquad \sigma=e\int_0^s n(z)\,dz .$$

Since $dV_s/ds=e\,s\,n(s)/\varepsilon_0$ and $d\sigma/ds=e\,n(s)$,

$$\frac{dV_s}{d\sigma}=\frac{s}{\varepsilon_0}.$$

For uniform density $n_0$, $s=\sigma/(en_0)$ and $V_s$ is purely quadratic. A cubic term needs a density gradient. Take

$$n(z)=\frac{n_0}{\sqrt{1-z/L}},\qquad s<L,$$

which rises from the electrode toward the plasma. Then

$$\sigma=2en_0L\left(1-\sqrt{1-s/L}\right).$$

With $u=\sigma/(2en_0L)$ the square root is $1-u$, so $s=L[1-(1-u)^2]=L(2u-u^2)$, or

$$s=\frac{\sigma}{en_0}-\frac{\sigma^2}{4e^2n_0^2L}.$$

Integrating $s/\varepsilon_0$ over $\sigma$ from zero gives the cubic law with

$$a=\frac1{2\varepsilon_0en_0},\qquad
c=\frac1{12\varepsilon_0e^2n_0^2L}.$$

The cubic term lowers the voltage because a denser outer region supplies the same charge with less edge motion.

For another smooth profile, $ds/d\sigma=1/(en)$ gives $d^2s/d\sigma^2=-n'/(e^2n^3)$. The cubic Taylor coefficient of $V_s$ is one sixth of this at $\sigma=0$, divided by $\varepsilon_0$. Hence

$$c=\frac{n'(0)}{6\varepsilon_0e^2n_0^3}$$

to leading order in a weak gradient. A density falling toward the plasma makes $c$ negative.

In terms of total charge $Q=A\sigma$ on electrode area $A$, the coefficients of $Q^2$ and $-Q^3$ are $a/A^2$ and $c/A^3$.

## The harmonics

Expand the two parts of $V(x)$:

$$a[(\sigma_0-x)^2-(\sigma_0+x)^2]=-4a\sigma_0x,$$

$$-c[(\sigma_0-x)^3-(\sigma_0+x)^3]=6c\sigma_0^2x+2cx^3.$$

Therefore

$$V=-Kx+2cx^3,\qquad K=4a\sigma_0-6c\sigma_0^2.$$

Let $\theta=\omega t$ and let the current density be sinusoidal with amplitude $J$, so that $d\sigma_1/dt=J\cos\theta$. Conduction through the sheaths is neglected for now. Then $x=\sigma_a\sin\theta$ with $\sigma_a=J/\omega$. The charge on the surface of electrode 1 is $-\sigma_1$, so the external current into it is $-J\cos\theta$.

Using $\sin^3\theta=(3\sin\theta-\sin3\theta)/4$,

$$V=-\left(K\sigma_a-\tfrac32c\sigma_a^3\right)\sin\theta
-\tfrac12c\sigma_a^3\sin3\theta .$$

There is no dc part and no second harmonic. For the profile above the third-harmonic amplitude is

$$|V_3|=\frac{c\sigma_a^3}{2}=\frac{J^3}{24\,\varepsilon_0e^2n_0^2L\,\omega^3}.$$

For $c>0$ the two sine coefficients have the same sign. At $\theta=\pi/2$, $\sin3\theta=-1$, so the third harmonic flattens the voltage peak.

Each sheath by itself does have a second harmonic. The $x^2$ term of $V_s(\sigma_0\pm x)$ is $(a-3c\sigma_0)x^2$ for both signs. With $\sin^2\theta=(1-\cos2\theta)/2$ it contributes

$$-\tfrac12(a-3c\sigma_0)\sigma_a^2\cos2\theta .$$

This part is common to both sheaths and cancels in their difference. It remains in the plasma potential measured from either electrode.

## Why floating electrodes have equal mean charges

Blocking capacitors force the mean conduction current to each electrode to zero. Let $J_i$ be the ion current density, $J_e$ the electron current density at zero sheath voltage, and $T_e$ the electron temperature in volts. Retarded Maxwellian electrons then require

$$\left\langle e^{-V_s/T_e}\right\rangle=J_i/J_e .$$

Apart from a half-period shift, both sheaths have the same sinusoidal charge variation. Because $dV_s/d\sigma=s/\varepsilon_0>0$, the left side falls steadily as the mean charge rises. At most one mean charge can satisfy the condition, so two floating sheaths must share the same value.

If each sheath just collapses once per period, $\sigma_0=\sigma_a$. The largest charge is $2\sigma_a$, which must stay below $2en_0L$. Define $r=\sigma_a/(en_0L)<1$. Then $c\sigma_a/a=r/6$, and

$$\left|\frac{V_3}{V_1}\right|
=\frac{c\sigma_a^3/2}{4a\sigma_a^2-\frac{15}{2}c\sigma_a^3}
=\frac{r/12}{4-5r/4}=\frac r{48-15r}.$$

This increases with $r$ and stays below $1/33$, about 3.0%. The bound belongs to this profile and to full collapse.

## Unequal mean charges

Suppose an external dc supply holds the mean charges at $\sigma_0+\delta$ and $\sigma_0-\delta$. Then $x=\delta+\sigma_a\sin\theta$ and

$$x^3=\delta^3+3\delta^2\sigma_a\sin\theta+3\delta\sigma_a^2\sin^2\theta+\sigma_a^3\sin^3\theta .$$

Inserting this in $V=-Kx+2cx^3$ gives

$$V_{dc}=-K\delta+2c\delta^3+3c\delta\sigma_a^2,$$

$$V_{2}(\theta)=-3c\delta\sigma_a^2\cos2\theta .$$

The third harmonic is unchanged. The second-to-third amplitude ratio is $6|\delta|/\sigma_a$, so an offset of one sixth of the charge swing makes them equal. With $c=0$ and conduction neglected, the offset produces a dc voltage but no second harmonic: the quadratic law hides the condition of equal means. The unequal conduction currents needed to hold a steady offset add a second harmonic of their own, even for $c=0$. These formulas require both charges to stay between zero and $2en_0L$.

## Worked example

Consider a 27.12 MHz parallel-plate processing reactor with these rough parameters: $J=13$ mA/cm², $n_0=10^9$ cm⁻³, $L=8$ mm, $T_e=3$ V (3 eV), ion mass $M=40$ u, gap $d=40$ mm and electrode radius $R=10$ cm. The bulk density is $n_b=5\times10^9$ cm⁻³ and the electron collision rate is $\nu=10^9$ s⁻¹.

The charge swing is $\sigma_a=J/\omega=7.63\times10^{-5}$ µC/cm², which gives $r=0.595$. The two voltage scales are

$$a\sigma_a^2=205.1\ \text{V},\qquad c\sigma_a^3=20.35\ \text{V}.$$

For full collapse,

$$|V_1|=4(205.1)-7.5(20.35)=668\ \text{V},$$

$$|V_3|=20.35/2=10.2\ \text{V}.$$

The ratio is 1.5%. The largest sheath width is $L(2r-r^2)=6.7$ mm, where the ion density is $n_0/(1-r)=2.5\times10^9$ cm⁻³. The largest sheath voltage is $4(205.1)-8(20.35)=658$ V. This equals $668-10$ V, the flattened peak of the electrode voltage.

One sheath has a second-harmonic amplitude of $\frac12[205.1-3(20.35)]=72$ V. This is seven times the third harmonic between the electrodes, yet it cancels there.

For an imposed offset take $\sigma_0=1.1\sigma_a$ and $\delta=0.1\sigma_a$. The second-harmonic amplitude is $0.3(20.35)=6.1$ V and the dc voltage is $-69$ V. In this example the dc voltage is the larger sign of the imbalance. These means neglect conduction. A steady dc supply also requires the electron currents to the two electrodes to add up to twice the ion current. With the conduction currents of the next section and the same $\delta$, this needs $\sigma_0\approx1.20\sigma_a$, and the dc voltage becomes about $-75$ V. Nearly all the electron current then flows to one electrode, so the conduction terms of the two sheaths no longer match. The second harmonic rises slightly, to about 6.3 V, and with $c=0$ it would still be about 1.7 V.

## Conduction currents

Ion and electron conduction change the sheath charge according to

$$\frac{d\sigma_{1,2}}{dt}=\pm J\cos\theta-J_i+J_ee^{-V_s/T_e}.$$

The equation for sheath 2 is that for sheath 1 shifted by half a period. If both settle to the same periodic solution, $\sigma_2(\theta)=\sigma_1(\theta+\pi)$. Then $V(\theta+\pi)=-V(\theta)$. A half-period shift multiplies harmonic $k$ by $(-1)^k$, so every even harmonic and the dc part vanish, for any common sheath law.

For the example, with $s_{max}$ taken at full collapse, $J_i=e\,n(s_{max})\sqrt{eT_e/M}=0.1065$ mA/cm². The settled edge lies slightly farther out, which would raise $J_i$ by about a tenth and change the mean charge by less than 1%. With the mean thermal speed $\bar v=\sqrt{8eT_e/(\pi m)}$, where $m$ is the electron mass, $J_e=en_0\bar v/4=4.64$ mA/cm². The equations were integrated by a fourth-order Runge–Kutta method for 80 periods of 256 steps, starting from unequal charges $1.5\sigma_a$ and $1.15\sigma_a$ at $\theta=0$. The second harmonic and dc voltage both fell below $10^{-6}$ V.

The settled mean charge is $1.137\sigma_a$, because the sheath keeps a minimum voltage of 3.9 V instead of collapsing fully. This raises the fundamental to 744 V. The third harmonic stays at 10.3 V, in line with its independence of $\sigma_0$. The ratio becomes 1.4%.

Conduction makes a third harmonic even when $c=0$. The same integration with uniform density gives an amplitude of 0.12 V. A sharp-pulse estimate shows why it can be so small. Let all electrons return at $\phi=\theta+\pi/2=0$, where sheath 1 is thinnest. The added charge is then a sawtooth,

$$\eta=\frac{J_i}{\omega}(\pi-\phi)=\frac{2J_i}{\omega}\sum_{k\ge1}\frac{\sin k\phi}{k},\qquad 0<\phi<2\pi .$$

To first order it changes the quadratic sheath voltage by $2a\eta(\sigma_0-\sigma_a\cos\phi)$. The product of the cosine with harmonics 2 and 4 of the sawtooth also feeds harmonic 3. Its coefficient, summed over both sheaths, has magnitude

$$\frac{4aJ_i}{\omega}\left|\frac23\sigma_0-\frac34\sigma_a\right|.$$

The two contributions oppose each other. At full collapse this gives 0.56 V; at $\sigma_0=1.137\sigma_a$ it gives about 0.05 V. The estimate omits the pulse width and second-order terms, so it explains the cancellation but not the precise 0.12 V.

## Other corrections

**Bulk plasma.** From $dV_s/d\sigma=s/\varepsilon_0$, the total sheath width is

$$s_1+s_2=\varepsilon_0(4a\sigma_0-6c\sigma_0^2-6cx^2).$$

The bulk length therefore varies as $-3c\varepsilon_0\sigma_a^2\cos2\theta$. For uniform bulk density, electron momentum balance gives a bulk field of amplitude

$$E_b=\frac{m\omega\sigma_a}{n_be^2}\sqrt{\omega^2+\nu^2}.$$

The product of field and length has a third harmonic of amplitude $\frac32c\varepsilon_0\sigma_a^2E_b$. Relative to $c\sigma_a^3/2$ this is

$$\frac{3\omega\sqrt{\omega^2+\nu^2}}{\omega_p^2},\qquad
\omega_p^2=\frac{n_be^2}{\varepsilon_0m}.$$

For the example this gives 3.3%, or 0.33 V. That is too low, because the edges move through the thinner plasma of the sheath profile, where the field is stronger. The drop is proportional to $\int dz/n$, so the varying length must be replaced by the varying part of $n_b\int dz/n$. From an edge at $s$ to a fixed point in the plasma, the profile gives

$$\int_s\frac{dz}{n}=\frac{2L}{3n_0}(1-u)^3+\text{constant}.$$

At full collapse $u=r(1\pm\sin\theta)/2$ for the two sheaths. Their sum has the second harmonic $-(r^2L/2n_0)(1-r/2)\cos2\theta$. Uniform density gave $-3c\varepsilon_0\sigma_a^2\cos2\theta/n_b=-(r^2L/4n_b)\cos2\theta$. The correction is therefore larger by the factor $(2-r)n_b/n_0=7.0$, which makes it about 2.3 V, or 23% of the third harmonic. Because $\nu$ is much larger than $\omega$, most of it is a $\cos3\theta$ term, and it changes the third-harmonic amplitude by less than a tenth. The convective term of electron inertia, omitted from this momentum balance, adds about 0.4 V in phase with the third harmonic of the sheaths. Together the two effects raise the third-harmonic amplitude by about a tenth. The bulk drop is the largest of the local corrections estimated here.

**Thermal electrons.** For uniform ions and Boltzmann electrons, the first integral of Poisson's equation replaces the cold sheath voltage $V_s$ by a voltage $U$ satisfying $U-T_e(1-e^{-U/T_e})=V_s$. The quasi-neutral drop to the moving edge adds, apart from a constant, $T_e\ln[1-\sigma/(2en_0L)]$. Applied to the settled charges, these two terms change the third harmonic by about 0.04 V. This is an estimate, since the first integral assumes uniform density; solving Poisson's equation with Boltzmann electrons on the nonuniform profile gives 0.02 to 0.03 V. Boltzmann electrons are themselves a rough description here, because the electron drift at the moving edge reaches about $6\times10^5$ m/s, close to $\sqrt{eT_e/m}=7\times10^5$ m/s.

**Ion motion.** Label an ion layer by the charge $\mu$ between it and the electrode. Its field is $(\sigma-\mu)/\varepsilon_0$ while uncovered and zero otherwise. Without collisions, harmonic $k$ of the field, $E_k$, displaces it away from the electrode by $eE_k/(Mk^2\omega^2)$. The voltage change is the integral of the displacement over uncovered $\mu$, divided by $\varepsilon_0$. A sum over 400 layers and 256 phases, for full collapse, changes the third harmonic by 0.07 V.

**Standing waves.** If the electric field lies mainly in the sheaths, of mean total width $w$, while the magnetic field fills the gap, the third-harmonic wave number is $k_3=(3\omega/c_0)\sqrt{d/w}$, with $c_0$ the speed of light. Here $w=7.4$ mm. A third-harmonic wave fed by harmonic current at the edge has the radial profile $J_0(k_3\rho)$, where $J_0$ is the Bessel function of order zero and $\rho$ the radius. Its centre-to-edge variation is about $(k_3R)^2/4=4\%$.

## Comparison with real reactors

The frequency, gap and voltage lie in the range of parallel-plate processing reactors. The plasma density is low for this frequency and voltage, and the sheaths are correspondingly wide. The parameters do not satisfy a power balance: ohmic heating of the bulk, $\frac12J^2m\nu/(n_be^2)$ times its mean length, is about 2 kW/m², or some 900 eV per ion lost to the electrodes. This is far more than an electron–ion pair normally costs, so a real discharge at this current would become denser. The numbers illustrate the formulas and do not predict a particular reactor. Doubling $n_0$ at fixed $J$, $\omega$ and $L$ halves $r$ and lowers the full-collapse ratio from 1.5% to 0.7%, but this trend belongs to the prescribed profile. In a real sheath $L$ shrinks with the sheath width. If the ion speed is set by the local mean field, as in a collisional sheath with constant mean free path, doubling the ion flux only rescales the profile and leaves the ratio unchanged, near 2% to 3%. A self-consistent collisionless profile gives about 4%, above the bound $1/33$.

The ion profile is prescribed, not solved from ion motion. The chosen flux and density imply an ion speed $J_i/(en_0)$ at the electrode, or about 9 eV, while the mean sheath voltage is $1.5(205.1)-2.5(20.35)=257$ V. The profile thus requires a strongly collisional sheath, with an ion mean free path near 0.3 mm, or roughly 0.1 to 0.3 Torr depending on the cross section, and collisions would also reduce the assumed ion current. At low pressure the profile and $c$ must be recalculated.

Many reactors have a grounded area much larger than the driven one. This breaks the symmetry between the sheaths, which the corrections above leave intact. In the limit where the second sheath voltage is negligible, with current density and profile at the driven electrode held fixed, the full 72 V second harmonic appears beside a fundamental of $668/2=334$ V, a ratio of 22%.

## Use with a real circuit

The result assumes sinusoidal current, so the external circuit must block harmonic currents. If it instead imposes a sinusoidal voltage, the third harmonic moves into the current. Put $x=\sigma_a\sin\theta+B\sin3\theta$ in $V=-Kx+2cx^3$. To first order in the small $B$ and $c$, a vanishing third-harmonic voltage requires

$$-KB-\tfrac12c\sigma_a^3=0,\qquad B=-\frac{c\sigma_a^3}{2K}.$$

Differentiation multiplies the relative third harmonic by three, giving a current ratio $3c\sigma_a^2/(2K)$. At the example's charge swing this gives 4.4% for full collapse and 3.9% for $\sigma_0=1.137\sigma_a$. The neglected term $3c\sigma_a^2B$ raises these values to about 4.8% and 4.3%. The second harmonic still vanishes for equal mean charges, because $x$ remains an odd function of the imposed voltage.

When the current is sinusoidal and the corrections are small, the measured third-harmonic amplitude gives $|c|=2|V_3|\omega^3/J^3$ without knowledge of $\sigma_0$. For a law with higher powers of $\sigma$, this formula returns an effective coefficient, since those powers also contribute to $V_3$.
